# Effective Diffusivity for a Grain Boundary Between Unequal Grains: verification in Python

```python
"""
Result under test: leakage-only diffusion along a boundary between grains with
normal diffusivities D1, D2 and equal edge concentrations has the same boundary
concentration as a symmetric boundary with D_eff=((sqrt(D1)+sqrt(D2))/2)**2.

Symbols: y depth, t time, s Laplace variable, w boundary width, db boundary
diffusivity, normal = grain diffusivities normal to the boundary, parallel =
grain diffusivities along y, ratios = grain edge / boundary concentration,
half = grain half-width. Surface concentration is 1. The simulation uses
dimensionless values; the zinc example uses nm, s, K and eV.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import splu
from scipy.special import erfc


def effective(normal):
    return ((np.sqrt(normal[0]) + np.sqrt(normal[1])) / 2) ** 2


def invert_laplace(transform, t, nodes=20):
    """Numerical inverse Laplace transform on a fixed Talbot contour."""
    r = 2 * nodes / (5 * t)
    total = 0.5 * np.exp(r * t) * transform(complex(r)).real
    for j in range(1, nodes):
        angle = j * np.pi / nodes
        cot = 1 / np.tan(angle)
        s = r * angle * (cot + 1j)
        slope = angle + (angle * cot - 1) * cot
        total += (np.exp(s * t) * transform(s) * (1 + 1j * slope)).real
    return total * r / nodes


def leakage_only(y, t, normal, db, w, ratios=(1, 1), half=None, storage=1):
    def transform(s):
        leak = 0
        for d, g in zip(normal, ratios):
            term = g * np.sqrt(d) * np.sqrt(s)
            if half is not None:
                term *= np.tanh(half * np.sqrt(s) / np.sqrt(d))
            leak += term
        return np.exp(-y * np.sqrt((storage * w * s + leak) / (w * db))) / s
    return invert_laplace(transform, t)


def quasi_steady_length(t, normal, db, w):
    return np.sqrt(w * db * np.sqrt(np.pi * t) / np.sum(np.sqrt(normal)))


def full_grains(y, t, normal, parallel, db, w):
    """Includes diffusion along y in the grains and feed from the surface."""
    dk = 0.01 / quasi_steady_length(t, normal, db, w)
    k = dk * np.arange(1, 20001)
    sine = np.sin(k * y)

    def transform(s):
        leak, feed, simple = 0, 0, w * s
        for dn, dp in zip(normal, parallel):
            rate = s + dp * k**2
            term = np.sqrt(dn) * np.sqrt(rate)
            leak = leak + term
            feed = feed + term * dp * k / rate
            simple += np.sqrt(dn) * np.sqrt(s)
        mode = (w * db * k + feed) / (w * (s + db * k**2) + leak)
        kappa2 = simple / (w * db)
        rest = np.sum((mode - k / (k**2 + kappa2)) * sine)
        return (np.exp(-y * np.sqrt(kappa2)) + 2 / np.pi * dk * rest) / s
    return invert_laplace(transform, t)


def simulate(normal, db, w, ratios=(1, 1), parallel=(0, 0), extent=16.0):
    """Finite volumes across the grains, finite differences in y, to t=1."""
    nx, ny, hy, steps = 70, 99, 0.2, 200
    edges = extent * np.sinh(4 * np.linspace(0, 1, nx + 1)) / np.sinh(4)
    h = np.diff(edges)
    n = 2 * nx + 1
    across = np.zeros((n, n))
    along = np.zeros(n)
    along[0] = db
    for grain in range(2):
        first = 1 + grain * nx
        d, g = normal[grain], ratios[grain]
        along[first:first + nx] = parallel[grain]
        c = d / (h[0] / 2)
        across[0, 0] -= c * g / w
        across[0, first] += c / w
        across[first, 0] += c * g / h[0]
        across[first, first] -= c / h[0]
        for i in range(nx - 1):
            a, b = first + i, first + i + 1
            c = d / ((h[i] + h[i + 1]) / 2)
            across[a, a] -= c / h[i]
            across[a, b] += c / h[i]
            across[b, b] -= c / h[i + 1]
            across[b, a] += c / h[i + 1]
    second = diags([1, -2, 1], [-1, 0, 1], shape=(ny, ny)) / hy**2
    matrix = (kron(identity(ny), csc_matrix(across))
              + kron(second, diags(along))).tocsc()
    source = np.zeros(n * ny)
    source[:n] = along / hy**2
    dt, gamma = 1 / steps, 1 - 1 / np.sqrt(2)
    solver = splu((identity(n * ny) - gamma * dt * matrix).tocsc(),
                  permc_spec="MMD_AT_PLUS_A")
    u = np.zeros(n * ny)
    for _ in range(steps):
        k1 = solver.solve(matrix @ u + source)
        k2 = solver.solve(matrix @ (u + (1 - gamma) * dt * k1) + source)
        u += dt * ((1 - gamma) * k1 + gamma * k2)
    u = u.reshape(ny, n)
    contents = np.array([u[:, 1:nx + 1] @ h, u[:, nx + 1:] @ h])
    return u[:, 0], contents


# Direct simulation against the derived rule (dimensionless).
pair, db0, w0 = (4.0, 0.25), 100.0, 0.1
deff0 = effective(pair)
mean0 = sum(pair) / 2
ys, pick = np.array([1.0, 2.0, 4.0]), [4, 9, 19]
cb_pair, m_pair = simulate(pair, db0, w0)
cb_eff, m_eff = simulate((deff0, deff0), db0, w0)
cb_mean, _ = simulate((mean0, mean0), db0, w0)
gap_eff = np.max(np.abs(cb_pair - cb_eff))
gap_mean = np.max(np.abs(cb_pair - cb_mean))
# Tolerances cover the space and time discretization errors.
assert gap_eff < 3e-3
assert gap_mean > 0.015
formula = np.array([leakage_only(y, 1, pair, db0, w0) for y in ys])
assert np.max(np.abs(cb_pair[pick] - formula)) < 4e-3
content_ratio = m_pair[0].sum() / m_pair[1].sum()
assert abs(content_ratio / np.sqrt(pair[0] / pair[1]) - 1) < 0.01
gap_content = np.max(np.abs(m_pair.sum(axis=0) - m_eff.sum(axis=0)))
assert gap_content < 0.01

# Unequal edge concentrations and finite grains.
cb_ratio, _ = simulate(pair, db0, w0, ratios=(0.5, 2.0))
expected = [leakage_only(y, 1, pair, db0, w0, ratios=(0.5, 2.0)) for y in ys]
assert np.max(np.abs(cb_ratio[pick] - expected)) < 4e-3
gap_ratio = np.max(np.abs(cb_ratio - cb_pair))
assert gap_ratio > 0.015
cb_finite, _ = simulate(pair, db0, w0, extent=1.0)
expected = [leakage_only(y, 1, pair, db0, w0, half=1.0) for y in ys]
assert np.max(np.abs(cb_finite[pick] - expected)) < 4e-3

# Diffusion along depth in the grains: formula check and failure of the rule.
cb_full, _ = simulate(pair, db0, w0, parallel=pair)
full_pair = np.array([full_grains(y, 1, pair, pair, db0, w0) for y in ys])
assert np.max(np.abs(cb_full[pick] - full_pair)) < 5e-3
same = (deff0, deff0)
full_eff = np.array([full_grains(y, 1, same, same, db0, w0) for y in ys])
gap_full = np.max(np.abs(full_pair - full_eff))
assert gap_full > 0.01

# Flux into a grain whose edge is held at unit concentration.
step = 1e-5
flux = 0.7 * (1 - erfc(step / (2 * np.sqrt(0.7 * 2.0)))) / step
assert abs(flux / np.sqrt(0.7 / (np.pi * 2.0)) - 1) < 1e-6

# Example: rough typical values for zinc near 350 K.
grains = (0.3, 0.07)
db, w, t, temperature = 2.0e4, 0.5, 3600.0, 350.0
energy_grain, energy_boundary = 1.0, 0.6
level = 0.1
deff = effective(grains)
mean, geometric = sum(grains) / 2, np.sqrt(grains[0] * grains[1])
assert np.isclose(deff, (mean + geometric) / 2)
length = quasi_steady_length(t, grains, db, w)


def depth(function, *args, **options):
    return brentq(lambda y: function(y, *args, **options) - level,
                  0.1 * length, 12 * length, xtol=1e-6 * length)


d_main = depth(leakage_only, t, grains, db, w)
d_mean = depth(leakage_only, t, (mean, mean), db, w)
d_geo = depth(leakage_only, t, (geometric, geometric), db, w)
d_nostore = depth(leakage_only, t, grains, db, w, storage=0)
d_late = depth(leakage_only, 16 * t, grains, db, w)
assert abs(d_late / d_main - 2) < 0.02
assert abs(d_mean / d_main / (deff / mean) ** 0.25 - 1) < 0.005
closed = depth(leakage_only, t, (grains[0], 0.0), db, w)
closed_mean = depth(leakage_only, t, (grains[0] / 2,) * 2, db, w)
assert abs(closed / closed_mean / 2**0.25 - 1) < 0.01
c_exact = leakage_only(length, t, grains, db, w)
c_quasi = np.exp(-1.0)
d_quasi = length * np.log(1 / level)

# Neglected effects for the same numbers.
d_full_a = depth(full_grains, t, grains, (grains[1], grains[0]), db, w)
d_full_b = depth(full_grains, t, grains, (grains[1], grains[1]), db, w)
d_wide = depth(leakage_only, t, grains, db, w, half=500.0)
d_narrow = depth(leakage_only, t, grains, db, w, half=50.0)
boltzmann = constants.k / constants.e


def depth_at(new_temperature):
    shift = (1 / new_temperature - 1 / temperature) / boltzmann
    new = tuple(d * np.exp(-energy_grain * shift) for d in grains)
    return depth(leakage_only, t, new, db * np.exp(-energy_boundary * shift), w)


d_cold, d_hot = depth_at(temperature - 10), depth_at(temperature + 10)


def percent(value):
    return 100 * (value / d_main - 1)


print("SIMULATION, dimensionless, t=1")
print(f"D1, D2, D_eff, arithmetic mean: {pair[0]}, {pair[1]}, {deff0}, {mean0}")
print(f"boundary diffusivity, width: {db0}, {w0}")
for j, y in zip(pick, ys):
    print(f"y={y}: c_b pair {cb_pair[j]:.4f}, D_eff {cb_eff[j]:.4f}, "
          f"mean {cb_mean[j]:.4f}")
print("Laplace formula at these y:", np.round(formula, 4))
print(f"largest c_b gap, pair vs D_eff: {gap_eff:.1e}")
print(f"largest c_b gap, pair vs arithmetic mean: {gap_mean:.4f}")
print(f"content of grain 1 / grain 2: {content_ratio:.3f}")
print(f"largest total-content gap, pair vs D_eff: {gap_content:.1e}")
print(f"c_b change for edge ratios 0.5 and 2: {gap_ratio:.4f}")
print(f"c_b gap pair vs D_eff, depth diffusion on: {gap_full:.4f}")
print("ZINC EXAMPLE, rough inputs")
print(f"temperature: {temperature:.0f} K; time: {t:.0f} s")
print(f"D1, D2: {grains[0]}, {grains[1]} nm^2/s")
print(f"boundary diffusivity: {db:.1e} nm^2/s; width: {w} nm")
print(f"D_eff: {deff:.4f} nm^2/s = {deff * 1e-14:.3e} cm^2/s")
print(f"arithmetic mean: {mean:.4f} nm^2/s")
print(f"geometric mean: {geometric:.4f} nm^2/s")
print(f"sqrt(D1)+sqrt(D2): {np.sum(np.sqrt(grains)):.4f} nm/s^0.5")
print(f"quasi-steady length L: {length:.0f} nm")
print(f"c_b/c0 at L: leakage-only {c_exact:.4f}, quasi-steady {c_quasi:.4f}")
print(f"depth at c_b=0.1 c0: {d_main:.0f} nm = {10 * d_main:.0f} angstrom")
print(f"same depth, quasi-steady: {d_quasi:.0f} nm")
print(f"depth change using arithmetic mean: {percent(d_mean):.2f} %")
print(f"depth change using geometric mean: {percent(d_geo):.2f} %")
print(f"depth ratio after 16 times the time: {d_late / d_main:.4f}")
print(f"one grain closed, true/mean depth: {closed / closed_mean:.4f}")
print("SIZE OF EFFECTS, change of the 0.1 c0 depth")
print(f"slab storage dropped: {percent(d_nostore):.2f} %")
print(f"depth diffusion, grain 2 fast along y: {percent(d_full_a):.2f} %")
print(f"depth diffusion, both slow along y: {percent(d_full_b):.2f} %")
print(f"grain width 1000 nm: {percent(d_wide):.2f} %")
print(f"grain width 100 nm: {percent(d_narrow):.2f} %")
print(f"rough energies, grain, boundary: {energy_grain}, {energy_boundary} eV")
print(f"10 K colder: {percent(d_cold):.2f} %; hotter: {percent(d_hot):.2f} %")
print(f"grain diffusion lengths sqrt(D t): {np.sqrt(grains[0] * t):.1f}, "
      f"{np.sqrt(grains[1] * t):.1f} nm")
print(f"time to equalize across slab, w^2/D_b: {w**2 / db:.2e} s")
print(f"migration speed that matters, sqrt(D_eff/t): "
      f"{np.sqrt(deff / t):.4f} nm/s")
print("OK")
```

Running it gives:

```
SIMULATION, dimensionless, t=1
D1, D2, D_eff, arithmetic mean: 4.0, 0.25, 1.5625, 2.125
boundary diffusivity, width: 100.0, 0.1
y=1.0: c_b pair 0.6543, D_eff 0.6543, mean 0.6322
y=2.0: c_b pair 0.4173, D_eff 0.4173, mean 0.3881
y=4.0: c_b pair 0.1582, D_eff 0.1582, mean 0.1351
Laplace formula at these y: [0.6542 0.4172 0.1581]
largest c_b gap, pair vs D_eff: 2.5e-06
largest c_b gap, pair vs arithmetic mean: 0.0294
content of grain 1 / grain 2: 4.002
largest total-content gap, pair vs D_eff: 6.6e-05
c_b change for edge ratios 0.5 and 2: 0.0425
c_b gap pair vs D_eff, depth diffusion on: 0.0618
ZINC EXAMPLE, rough inputs
temperature: 350 K; time: 3600 s
D1, D2: 0.3, 0.07 nm^2/s
boundary diffusivity: 2.0e+04 nm^2/s; width: 0.5 nm
D_eff: 0.1650 nm^2/s = 1.650e-15 cm^2/s
arithmetic mean: 0.1850 nm^2/s
geometric mean: 0.1449 nm^2/s
sqrt(D1)+sqrt(D2): 0.8123 nm/s^0.5
quasi-steady length L: 1144 nm
c_b/c0 at L: leakage-only 0.3091, quasi-steady 0.3679
depth at c_b=0.1 c0: 2126 nm = 21256 angstrom
same depth, quasi-steady: 2635 nm
depth change using arithmetic mean: -2.80 %
depth change using geometric mean: 3.26 %
depth ratio after 16 times the time: 2.0064
one grain closed, true/mean depth: 1.1870
SIZE OF EFFECTS, change of the 0.1 c0 depth
slab storage dropped: 0.43 %
depth diffusion, grain 2 fast along y: 0.03 %
depth diffusion, both slow along y: 0.01 %
grain width 1000 nm: 0.00 %
grain width 100 nm: 0.86 %
rough energies, grain, boundary: 1.0, 0.6 eV
10 K colder: -5.01 %; hotter: 4.88 %
grain diffusion lengths sqrt(D t): 32.9, 15.9 nm
time to equalize across slab, w^2/D_b: 1.25e-05 s
migration speed that matters, sqrt(D_eff/t): 0.0068 nm/s
OK
```
